# Thickness-averaged selectivity and the number of unwanted particles: verification in Python

```python
# RESULT UNDER TEST
# Selectivity S = (H - h)/(H + h) compares mean thicknesses: H on the growth
# area, h on the non-growth area. It fixes deposited volume, not particle count.
# For hemispheres of number density n, with ratio = h/H = (1 - S)/(1 + S):
#   process A (all nuclei present at the start): ratio = (2 pi/3) n H^2
#   process B (constant birth rate):             ratio = (pi/6) n H^2
# A particle is harmful if its radius is at least r_c. Higher S can accompany
# more harmful particles. Lengths are in nm and densities in nm^-2 internally.
# Independent road: pixel height maps of randomly placed hemispheres.
import numpy as np
from scipy.integrate import quad

rng = np.random.default_rng(12345)
PER_UM2 = 1.0e6    # 1 nm^-2 expressed in um^-2
PER_CM2 = 1.0e14   # 1 nm^-2 expressed in cm^-2


def selectivity(film, deposit):
    return (film - deposit) / (film + deposit)


def hemisphere_volume(radius):
    return 2.0 * np.pi * radius**3 / 3.0


def height_map_mean(centres, radii, box, pixel):
    """Mean height of the union of hemispheres in a periodic square box."""
    size = int(round(box / pixel))
    heights = np.zeros((size, size))
    for (x, y), r in zip(centres, radii):
        ix = np.arange(int(np.floor((x-r)/pixel)), int(np.floor((x+r)/pixel))+1)
        iy = np.arange(int(np.floor((y-r)/pixel)), int(np.floor((y+r)/pixel))+1)
        dx = (ix + 0.5) * pixel - x
        dy = (iy + 0.5) * pixel - y
        cap = np.sqrt(np.maximum(r*r - dx[:, None]**2 - dy[None, :]**2, 0.0))
        window = np.ix_(ix % size, iy % size)
        heights[window] = np.maximum(heights[window], cap)
    return heights.mean()


def overlap_mean(density, film):
    """Mean thickness for equal random hemispheres, overlap included."""
    return quad(lambda z: -np.expm1(-np.pi*density*(film**2 - z**2)),
                0.0, film, epsabs=0.0, epsrel=1e-11)[0]


# Chosen model parameters
growth = 0.1
cycles = 50
H = growth * cycles
S_A = 0.999
r_c = 2.0
r_small = 0.3
device_side = 50.0
device_area = device_side**2
circuit_devices = 1000
allowed_density = 1.0 / PER_CM2

# Worked example
ratio_A = (1.0 - S_A) / (1.0 + S_A)
h_A = ratio_A * H
n_A = 3.0 * ratio_A / (2.0 * np.pi * H**2)
n_B_same_S = 6.0 * ratio_A / (np.pi * H**2)
n_B = 2.0 * n_A
h_B = np.pi * n_B * H**3 / 6.0
S_B = selectivity(H, h_B)
harm_A = n_A
harm_B = n_B * (1.0 - r_c / H)
n_C = h_A / hemisphere_volume(r_small)
overlap_loss = 1.0 - overlap_mean(n_A, H) / h_A
coverage_A = -np.expm1(-np.pi * n_A * H**2)
fail_A = -np.expm1(-harm_A * device_area)
fail_B = -np.expm1(-harm_B * device_area)
circuit_yield_A = np.exp(-harm_A * device_area * circuit_devices)
h_guarantee = allowed_density * hemisphere_volume(r_c)
ratio_guarantee = h_guarantee / H
deficit_guarantee = 2.0 * ratio_guarantee / (1.0 + ratio_guarantee)

# Simulated processes A and B: counts are known, volumes come from pixels
box = 3000.0
count_A, count_B = 2000, 4000
centres_A = rng.random((count_A, 2)) * box
centres_B = rng.random((count_B, 2)) * box
births = rng.random(count_B) * cycles
radii_B = growth * (cycles - births)
sim_h_A = height_map_mean(centres_A, np.full(count_A, H), box, 1.0)
sim_h_B = height_map_mean(centres_B, radii_B, box, 1.0)
sim_S_A = selectivity(H, sim_h_A)
sim_S_B = selectivity(H, sim_h_B)
inferred_A = 3*(1-sim_S_A)/(1+sim_S_A)/(2*np.pi*H**2) * box**2
inferred_B = 6*(1-sim_S_B)/(1+sim_S_B)/(np.pi*H**2) * box**2
# Small overlap and pixel noise affect A; sampling of r^3 adds about 2% to B.
assert abs(inferred_A / count_A - 1.0) < 0.03
assert abs(inferred_B / count_B - 1.0) < 0.08

# Higher selectivity together with more harmful particles
harmful = radii_B >= r_c
sim_harm_B = int(harmful.sum())
assert sim_S_B > sim_S_A and sim_harm_B > count_A
assert abs(sim_harm_B / count_B - (1.0 - r_c / H)) < 0.04

# Escape probability from direct counting in device-sized cells
cells = int(box / device_side)
cell_counts = np.histogram2d(centres_B[harmful, 0], centres_B[harmful, 1],
                             bins=cells, range=[[0, box], [0, box]])[0]
sim_escape = np.mean(cell_counts == 0)
law_escape = np.exp(-count_B / box**2 * (1.0 - r_c / H) * device_area)
assert abs(sim_escape - law_escape) < 0.04

# Dense surface: overlap law holds, dilute law fails, lower bound survives
dense_box, dense_count = 600.0, 4000
dense_n = dense_count / dense_box**2
dense_centres = rng.random((dense_count, 2)) * dense_box
dense_h = height_map_mean(dense_centres, np.full(dense_count, H), dense_box, 1.0)
dense_law = overlap_mean(dense_n, H)
dense_dilute = dense_n * hemisphere_volume(H)
assert abs(dense_h / dense_law - 1.0) < 0.04
assert dense_dilute > 1.15 * dense_h
for number_density, mean_h in ((count_B / box**2, sim_h_B), (dense_n, dense_h)):
    assert number_density >= 3.0 * (mean_h / H) / (2.0 * np.pi * H**2)
assert 0.0 < overlap_loss < 0.001

# Upper bound on harmful density: respected by B, reached when all radii are r_c
assert sim_harm_B / box**2 <= sim_h_B / hemisphere_volume(r_c)
equal_h = height_map_mean(centres_B, np.full(count_B, r_c), box, 1.0)
bound_count = equal_h / hemisphere_volume(r_c) * box**2
assert abs(bound_count / count_B - 1.0) < 0.03

# Surface C: A's mean deposit, made only of clusters far below harmful size
small_box = 150.0
count_C = int(round(n_C * small_box**2))
centres_C = rng.random((count_C, 2)) * small_box
sim_h_C = height_map_mean(centres_C, np.full(count_C, r_small), small_box, 0.05)
assert abs(sim_h_C / h_A - 1.0) < 0.03 and r_small < r_c

# Same nuclei, doubled film thickness: deposit ratio should rise fourfold
few = centres_A[:500]
ratio_5 = height_map_mean(few, np.full(500, H), box, 1.0) / H
ratio_10 = height_map_mean(few, np.full(500, 2*H), box, 1.0) / (2*H)
thickness_factor = ratio_10 / ratio_5
assert abs(thickness_factor / 4.0 - 1.0) < 0.03

print(f"Growth per cycle: {growth:.1f} nm; cycles: {cycles}")
print(f"Film thickness H: {H:.1f} nm")
print(f"Harmful radius r_c: {r_c:.1f} nm")
print(f"Device critical area: {device_area:.0f} nm^2")
print(f"A: selectivity: {S_A:.4f}")
print(f"A: thickness ratio h/H: {ratio_A:.4e}")
print(f"A: mean unwanted thickness: {h_A:.5f} nm")
print(f"A: volume per particle: {hemisphere_volume(H):.1f} nm^3")
print(f"A: particle density: {n_A*PER_UM2:.2f} um^-2")
print(f"A: particle density converted: {n_A*PER_CM2:.3e} cm^-2")
print(f"A: covered area fraction: {coverage_A:.3e}")
print(f"A: relative volume loss by overlap: {overlap_loss:.2e}")
print(f"B at A's selectivity: density: {n_B_same_S*PER_UM2:.2f} um^-2")
print(f"B with twice A's nuclei: density: {n_B*PER_UM2:.2f} um^-2")
print(f"B: mean unwanted thickness: {h_B:.5f} nm")
print(f"B: selectivity: {S_B:.5f}")
print(f"B: harmful fraction: {1-r_c/H:.2f}")
print(f"B: harmful density: {harm_B*PER_UM2:.2f} um^-2")
print(f"Harmful density ratio B/A: {harm_B/harm_A:.2f}")
print(f"C: cluster radius: {r_small:.1f} nm")
print(f"C: cluster density: {n_C*PER_UM2:.3e} um^-2; harmful: 0")
print(f"A: mean harmful particles per device: {harm_A*device_area:.5f}")
print(f"A: device failure probability: {100*fail_A:.2f} %")
print(f"B: device failure probability: {100*fail_B:.2f} %")
print(f"A: failures per million devices: {1e6*fail_A:.0f}")
print(f"A: yield of {circuit_devices}-device circuit: {circuit_yield_A:.2e}")
for film in (2.5, 5.0, 10.0):
    value = selectivity(film, n_A * hemisphere_volume(film))
    print(f"A: same nuclei, H = {film:.1f} nm: selectivity {value:.6f}")
print(f"Allowed harmful density: {allowed_density*PER_CM2:.0f} cm^-2")
print(f"Mean thickness that guarantees it: {h_guarantee:.2e} nm")
print(f"Required 1 - S for that guarantee: {deficit_guarantee:.2e}")
print(f"Simulation A: true {count_A}, inferred {inferred_A:.0f} particles")
print(f"Simulation B: true {count_B}, inferred {inferred_B:.0f} particles")
print(f"Simulation selectivities: A {sim_S_A:.5f}, B {sim_S_B:.5f}")
print(f"Simulation harmful counts: A {count_A}, B {sim_harm_B}")
print(f"Simulation escape: counted {sim_escape:.3f}, law {law_escape:.3f}")
print(f"Dense test, pixel mean thickness: {dense_h:.3f} nm")
print(f"Dense test, overlap law: {dense_law:.3f} nm")
print(f"Dense test, dilute law: {dense_dilute:.3f} nm")
print(f"Simulation C/A mean thickness ratio: {sim_h_C/h_A:.3f}")
print(f"Simulation h/H factor on doubling H: {thickness_factor:.3f}")
print("ALL CHECKS PASSED")
```

Output:

```
Growth per cycle: 0.1 nm; cycles: 50
Film thickness H: 5.0 nm
Harmful radius r_c: 2.0 nm
Device critical area: 2500 nm^2
A: selectivity: 0.9990
A: thickness ratio h/H: 5.0025e-04
A: mean unwanted thickness: 0.00250 nm
A: volume per particle: 261.8 nm^3
A: particle density: 9.55 um^-2
A: particle density converted: 9.554e+08 cm^-2
A: covered area fraction: 7.501e-04
A: relative volume loss by overlap: 3.00e-04
B at A's selectivity: density: 38.22 um^-2
B with twice A's nuclei: density: 19.11 um^-2
B: mean unwanted thickness: 0.00125 nm
B: selectivity: 0.99950
B: harmful fraction: 0.60
B: harmful density: 11.46 um^-2
Harmful density ratio B/A: 1.20
C: cluster radius: 0.3 nm
C: cluster density: 4.423e+04 um^-2; harmful: 0
A: mean harmful particles per device: 0.02389
A: device failure probability: 2.36 %
B: device failure probability: 2.83 %
A: failures per million devices: 23602
A: yield of 1000-device circuit: 4.23e-11
A: same nuclei, H = 2.5 nm: selectivity 0.999750
A: same nuclei, H = 5.0 nm: selectivity 0.999000
A: same nuclei, H = 10.0 nm: selectivity 0.996006
Allowed harmful density: 1 cm^-2
Mean thickness that guarantees it: 1.68e-13 nm
Required 1 - S for that guarantee: 6.70e-14
Simulation A: true 2000, inferred 1986 particles
Simulation B: true 4000, inferred 4056 particles
Simulation selectivities: A 0.97716, B 0.98827
Simulation harmful counts: A 2000, B 2401
Simulation escape: counted 0.520, law 0.513
Dense test, pixel mean thickness: 2.096 nm
Dense test, overlap law: 2.104 nm
Dense test, dilute law: 2.909 nm
Simulation C/A mean thickness ratio: 0.994
Simulation h/H factor on doubling H: 3.992
ALL CHECKS PASSED
```
